# Hirsch's discrete Hubbard-Stratonovich identity and the sign of determinant weights: a program that tests the result

```python
# RESULT UNDER TEST
# Hirsch identity, for U > 0 and cosh(lam) = exp(dtau*U/2):
#   exp[-dtau U (nu-1/2)(nd-1/2)]
#     = (1/2) exp(-dtau U/4) sum_{s=+-1} exp[lam s (nu-nd)]
# and nonnegative weights det M_up * det M_dn for real bipartite hopping, mu=0.
# K: hopping matrix; s: Ising fields, shape (..., slices, sites);
# M_spin = 1 + exp(beta*mu) B_L...B_1, B_l = exp(-dtau K) exp(spin*lam*s_l).
# Energies are in units of t, imaginary times in units of 1/t.
import itertools
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq


def ring(n):
    K = np.zeros((n, n))
    for i in range(n):
        j = (i + 1) % n
        K[i, j] = K[j, i] = -1.0
    return K


def annihilators(m):
    """Jordan-Wigner matrices of m fermion modes."""
    low = np.array([[0.0, 1.0], [0.0, 0.0]])
    z = np.diag([1.0, -1.0])
    ops = []
    for k in range(m):
        op = np.eye(1)
        for q in range(m):
            op = np.kron(op, z if q < k else low if q == k else np.eye(2))
        ops.append(op)
    return ops


def hirsch_lambda(x):
    return np.arccosh(np.exp(x / 2))


def coupling(lam, dtau):
    return 2 * np.log(np.cosh(lam)) / dtau


def slice_product(K, dtau, lam, s, spin):
    E = expm(-dtau * K)
    A = np.eye(len(K))
    for l in range(s.shape[-2]):
        A = (E * np.exp(spin * lam * s[..., l, None, :])) @ A
    return A


def det_m(K, dtau, lam, s, spin, mu=0.0):
    A = slice_product(K, dtau, lam, s, spin)
    return np.linalg.det(np.eye(len(K)) + np.exp(mu * dtau * s.shape[-2]) * A)


rng = np.random.default_rng(7)
U, beta, L, N = 4.0, 1.5, 3, 4
dtau = beta / L
lam = hirsch_lambda(dtau * U)
print(f"Ring of {N} sites: U = {U} t, beta = {beta} /t, L = {L}, dtau = {dtau} /t")
print(f"dtau*U = {dtau*U:.4f}, exp(dtau*U/2) = {np.exp(dtau*U/2):.6f}, "
      f"lambda = {lam:.6f}")

# --- single-site operator identity in Fock space
cu, cd = annihilators(2)
nu, nd, one = cu.T @ cu, cd.T @ cd, np.eye(4)
left = expm(-dtau * U * (nu - one / 2) @ (nd - one / 2))
right = 0.5 * np.exp(-dtau * U / 4) * sum(
    expm(lam * s * (nu - nd)) for s in (1, -1))
assert np.allclose(left, right, atol=1e-12)
for k in range(4):
    print(f"n_up={nu[k,k]:.0f} n_dn={nd[k,k]:.0f}: interaction factor "
          f"{left[k,k]:.6f}, field sum {right[k,k]:.6f}")
x = 0.01
assert abs(hirsch_lambda(x)**2 - x - x**2 / 6) < 0.02 * x**3

# --- trace over one spin species equals a determinant
K = ring(N)
c = annihilators(N)
HK1 = sum(K[i, j] * c[i].T @ c[j] for i in range(N) for j in range(N))
s_test = rng.choice([-1.0, 1.0], size=(5, N))
T = np.eye(2**N)
for row in s_test:
    field = sum(lam * row[i] * c[i].T @ c[i] for i in range(N))
    T = expm(-dtau * HK1) @ expm(field) @ T
assert np.isclose(np.trace(T), det_m(K, dtau, lam, s_test, 1), rtol=1e-9)

# --- sum over all fields against the interacting Fock-space trace
configs = np.array(list(itertools.product([1.0, -1.0], repeat=N * L)))
configs = configs.reshape(-1, L, N)
du = det_m(K, dtau, lam, configs, 1)
dd = det_m(K, dtau, lam, configs, -1)
weights = du * dd
total_s = configs.sum(axis=(1, 2))
assert np.allclose(dd, np.exp(-lam * total_s) * du, rtol=1e-6, atol=1e-7)
assert weights.min() >= -1e-9 * weights.max()
C = (0.5 * np.exp(-dtau * U / 4))**(N * L)
Z_fields = C * weights.sum()
c = annihilators(2 * N)
num = [a.T @ a for a in c]
I = np.eye(2**(2 * N))
HK = sum(K[i, j] * c[i + o].T @ c[j + o] for o in (0, N)
         for i in range(N) for j in range(N) if K[i, j] != 0)
V = U * sum((num[i] - I / 2) @ (num[i + N] - I / 2) for i in range(N))


def trotter_operator(slices):
    h = beta / slices
    step = expm(-h * HK) @ np.diag(np.exp(-h * np.diag(V)))
    return np.linalg.matrix_power(step, slices)


T = trotter_operator(L)
Z_fock = np.trace(T)
assert np.isclose(Z_fields, Z_fock, rtol=1e-9)
density = np.trace(T @ sum(num)) / Z_fock / N
assert abs(density - 1) < 1e-10
print(f"Number of field configurations = {len(configs)}")
print(f"Prefactor C = {C:.6e}")
print(f"Z_L from determinants = {Z_fields:.6f}, from Fock trace = {Z_fock:.6f}")
print(f"Density at mu = 0: {density:.8f} electrons per site")
print(f"Smallest and largest det product = {weights.min():.6e}, "
      f"{weights.max():.6e}")
print(f"Configurations with det M_up < 0: {np.sum(du < 0)}; "
      f"with negative product: {np.sum(weights < 0)}")

# --- one configuration followed in detail
s1 = np.array([[1, 1, -1, 1], [1, -1, -1, 1], [1, -1, 1, 1]], dtype=float)
u1, d1 = (det_m(K, dtau, lam, s1, q) for q in (1, -1))
f1 = np.exp(-lam * s1.sum())
assert np.isclose(d1, f1 * u1, rtol=1e-9)
for l, row in enumerate(s1):
    print(f"Sample fields, slice {l+1}: {row.astype(int).tolist()}")
print(f"Sample: sum of s = {s1.sum():.0f}, exp(-lambda*sum) = {f1:.6e}")
print(f"Sample: det M_up = {u1:.6f}, det M_dn = {d1:.6f}, product = {u1*d1:.6f}")

# --- Trotter error is second order
Z_exact = np.exp(-beta * np.linalg.eigvalsh(HK + V)).sum()
print(f"ln Z without Trotter error = {np.log(Z_exact):.8f}")
errors = {}
for n in (3, 6, 12, 24, 48):
    errors[n] = np.log(np.trace(trotter_operator(n))) - np.log(Z_exact)
    print(f"L = {n:2d}: error of ln Z = {errors[n]:.4e}")
ratio = errors[24] / errors[48]
assert abs(ratio - 4) < 0.1
print(f"Error ratio L=24 to L=48 = {ratio:.4f}")

# --- matrix relation for random bipartite hopping, unequal sublattices
Kr = np.zeros((5, 5))
Kr[:3, 3:] = rng.normal(size=(3, 2))
Kr += Kr.T
P = np.diag([1.0, 1.0, 1.0, -1.0, -1.0])
sr = rng.choice([-1.0, 1.0], size=(4, 5))
Au, Ad = (slice_product(Kr, 0.2, 0.6, sr, q) for q in (1, -1))
assert np.allclose(P @ Ad @ P, np.linalg.inv(Au).T, rtol=1e-7, atol=1e-8)
mu_r = 0.7
expected = np.exp(0.8 * 5 * mu_r - 0.6 * sr.sum()) * det_m(
    Kr, 0.2, 0.6, sr, 1, -mu_r)
assert np.isclose(det_m(Kr, 0.2, 0.6, sr, -1, mu_r), expected, rtol=1e-8)

# --- six-site ring: moving fields exchange two fermions
K6 = ring(6)
s6 = -np.ones((3, 6))
for l in range(3):
    s6[l, [l, l + 3]] = 1.0
E6 = expm(-dtau * K6)
minor = np.linalg.det(E6[np.ix_([1, 4], [0, 3])])
lead = det_m(K6, dtau, 8.0, s6, 1) / np.exp(48.0)
assert minor > 0 and np.isclose(lead, -minor**3, rtol=1e-3)
print(f"Six-site ring, dtau = {dtau} /t, L = 3: minor m = {minor:.6f}")
print(f"-m^3 = {-minor**3:.6f}; det M_up*exp(-6 lambda) at lambda=8: {lead:.6f}")
lam0 = brentq(lambda y: det_m(K6, dtau, y, s6, 1), 0.0, 5.0, xtol=1e-13)
print(f"det M_up at lambda = 0: {det_m(K6, dtau, 0.0, s6, 1):.6f}")
print(f"Zero of det M_up: lambda = {lam0:.6f}, U = {coupling(lam0, dtau):.6f} t")
side = []
for y in (lam0 - 0.05, lam0 + 0.05):
    a, b = (det_m(K6, dtau, y, s6, q) for q in (1, -1))
    side.append((a, b))
    print(f"lambda = {y:.6f}: det M_up = {a:.4f}, det M_dn = {b:.4e}, "
          f"product = {a*b:.4e}")
assert side[0][0] * side[1][0] < 0 and all(a * b > 0 for a, b in side)
w0 = np.prod([det_m(K6, dtau, lam0, s6, q) for q in (1, -1)])
assert abs(w0) < 1e-6 * min(a * b for a, b in side)

# --- same fields away from half filling
mu = 0.5
grid = np.linspace(0.01, 5.0, 500)
bad = [y for y in grid if det_m(K6, dtau, y, s6, 1, mu)
       * det_m(K6, dtau, y, s6, -1, mu) < 0]
assert len(bad) > 0
y = bad[len(bad) // 2]
a, b = (det_m(K6, dtau, y, s6, q, mu) for q in (1, -1))
assert a * b < 0
print(f"mu = {mu} t: negative weights found for lambda from "
      f"{bad[0]:.2f} to {bad[-1]:.2f}")
print(f"At lambda = {y:.2f} (U = {coupling(y, dtau):.4f} t): det M_up = {a:.4f}, "
      f"det M_dn = {b:.4f}")

# --- triangle: not bipartite, negative weight even at mu = 0
K3, U3 = ring(3), 10.0
lam3 = hirsch_lambda(dtau * U3)
s3 = np.ones((3, 3)) - 2 * np.eye(3)
a, b = (det_m(K3, dtau, lam3, s3, q) for q in (1, -1))
assert a < 0 < b
print(f"Triangle, U = {U3} t, dtau = {dtau} /t, L = 3, mu = 0: "
      f"lambda = {lam3:.6f}")
print(f"Triangle: det M_up = {a:.6e}, det M_dn = {b:.6e}, product = {a*b:.6e}")
print("PASS")
```

Running it gives:

```
Ring of 4 sites: U = 4.0 t, beta = 1.5 /t, L = 3, dtau = 0.5 /t
dtau*U = 2.0000, exp(dtau*U/2) = 2.718282, lambda = 1.657454
n_up=0 n_dn=0: interaction factor 0.606531, field sum 0.606531
n_up=0 n_dn=1: interaction factor 1.648721, field sum 1.648721
n_up=1 n_dn=0: interaction factor 1.648721, field sum 1.648721
n_up=1 n_dn=1: interaction factor 0.606531, field sum 0.606531
Number of field configurations = 4096
Prefactor C = 6.051641e-07
Z_L from determinants = 85282.201209, from Fock trace = 85282.201209
Density at mu = 0: 1.00000000 electrons per site
Smallest and largest det product = 3.616348e+04, 6.893496e+09
Configurations with det M_up < 0: 0; with negative product: 0
Sample fields, slice 1: [1, 1, -1, 1]
Sample fields, slice 2: [1, -1, -1, 1]
Sample fields, slice 3: [1, -1, 1, 1]
Sample: sum of s = 4, exp(-lambda*sum) = 1.320404e-03
Sample: det M_up = 192156.918853, det M_dn = 253.724691, product = 48754954.899324
ln Z without Trotter error = 10.93732642
L =  3: error of ln Z = 4.1639e-01
L =  6: error of ln Z = 1.1823e-01
L = 12: error of ln Z = 3.0550e-02
L = 24: error of ln Z = 7.7012e-03
L = 48: error of ln Z = 1.9293e-03
Error ratio L=24 to L=48 = 3.9917
Six-site ring, dtau = 0.5 /t, L = 3: minor m = 0.300535
-m^3 = -0.027145; det M_up*exp(-6 lambda) at lambda=8: -0.027145
det M_up at lambda = 0: 995.084656
Zero of det M_up: lambda = 1.749036, U = 4.342784 t
lambda = 1.699036: det M_up = 147.9110, det M_dn = 3.9563e+06, product = 5.8519e+08
lambda = 1.799036: det M_up = -219.2860, det M_dn = -1.0688e+07, product = 2.3436e+09
mu = 0.5 t: negative weights found for lambda from 1.71 to 1.85
At lambda = 1.78 (U = 4.4596 t): det M_up = 1696.3203, det M_dn = -240949012.1700
Triangle, U = 10.0 t, dtau = 0.5 /t, L = 3, mu = 0: lambda = 3.191458
Triangle: det M_up = -1.556587e+07, det M_dn = 5.116965e+03, product = -7.965003e+10
PASS
```
